\section*{Is Dicke superradiance guaranteed in samples much smaller than a wavelength?}

\section*{Question}

I have $N$ identical two-level emitters, all excited, in a region much smaller than the wavelength. No photon can reveal which emitter it came from, so I would use Dicke's permutation-symmetric states and expect the usual superradiant burst. A colleague objects that the near-field dipole interaction shifts the emitters unequally and destroys the burst, except in a symmetric arrangement such as a ring. Does a smaller sample not come closer to Dicke's model? And is the ring really an exception?

\section*{Answer}

A smaller sample comes closer to Dicke's model in its decay, but generally not in its coherent dynamics. The ring is a partial exception: its symmetry protects the state left by the first photon, not the middle of the cascade. Nor do unequal couplings destroy every burst.

\subsection*{Two couplings from one field}

Take fixed emitters with parallel real transition dipoles $p$, no orbital overlap and no other dephasing. Set $\hbar=1$. In the Born--Markov and rotating-wave approximations, in the frame of the transition frequency,
\begin{align}
\dot\rho&=-i[H,\rho]+\sum_{ij}\Gamma_{ij}\left(\sigma_j^-\rho\sigma_i^+-\tfrac12\{\sigma_i^+\sigma_j^-,\rho\}\right),\\
H&=\sum_{i<j}J_{ij}(\sigma_i^+\sigma_j^-+\sigma_j^+\sigma_i^-).
\end{align}
The photon rate is $R=\langle K\rangle$, with $K=\sum_{ij}\Gamma_{ij}\sigma_i^+\sigma_j^-$.

Let $x=kr$, and let $\partial_d$ be the derivative with respect to $k\mathbf r$ along the dipole. In Gaussian units, the field of one oscillating dipole, projected on another, gives the interaction $-p^2k^3(1+\partial_d^2)e^{ix}/x$. Since $\Gamma=4p^2k^3/3$,
\begin{equation}
J_{ij}-\frac{i}{2}\Gamma_{ij}=-\frac{3\Gamma}{4}(1+\partial_d^2)\frac{e^{ix}}{x}.
\end{equation}
For small $x$, the imaginary part of $e^{ix}/x$ is $1-x^2/6+\cdots$. As $\partial_d^2x^2=2$, the operator turns this into $1-\frac13=\frac23$, so $\Gamma_{ij}\to\Gamma$. The real part starts with $1/x$, and $\partial_d^2(1/x)=(3\cos^2\theta-1)/x^3$, where $\theta$ is the angle between dipole and separation. Hence
\begin{equation}
\Gamma_{ij}\to\Gamma,\qquad J_{ij}\to\frac{3\Gamma}{4}\,\frac{1-3\cos^2\theta}{x^3}.
\end{equation}
The decay becomes uniform while the coherent coupling diverges. Where $3\cos^2\theta=1$ the $1/x^3$ term vanishes, and the weaker divergence $J_{ij}\to-\Gamma/(2x)$ remains.

\subsection*{When the symmetric states survive}

Let $A$ be a set of $m$ excited emitters and
\begin{equation}
|S_m\rangle=\binom Nm^{-1/2}\sum_{|A|=m}|A\rangle .
\end{equation}
For uniform decay the jump operator is $S^-=\sum_i\sigma_i^-$. Each set of size $m-1$ is reached from $N-m+1$ sets of size $m$, so
\begin{equation}
\|S^-|S_m\rangle\|^2=(N-m+1)^2\frac{\binom N{m-1}}{\binom Nm}=m(N-m+1).
\end{equation}
This gives Dicke's ladder rates $\Gamma m(N-m+1)$, provided $H$ leaves each $|S_m\rangle$ alone.

$H$ reaches $A$ from a set in which one $i\in A$ is replaced by one $k\notin A$. Therefore
\begin{equation}
H|S_m\rangle=\binom Nm^{-1/2}\sum_{|A|=m}w(A)|A\rangle,\quad
w(A)=\sum_{i\in A,\,k\notin A}J_{ik}.
\end{equation}
The state is an eigenstate exactly when $w(A)$ is the same for all sets of size $m$.

For $m=1$ this requires equal site sums $R_i=\sum_{j\ne i}J_{ij}$. For $m=2$,
\begin{equation}
w(\{i,j\})=R_i+R_j-2J_{ij},
\end{equation}
because the bond $ij$ appears in both site sums but does not leave the pair. For $N\ge4$, both conditions together force all $J_{ij}$ to be equal. Conversely, equal couplings give $w=Jm(N-m)$, a mere phase on each rung. For $N=3$, equal site sums already imply equal couplings; for $N=2$ there is one coupling.

A ring with dipoles along its axis has equal $R_i$. This protects $m=1$ and also $m=N-1$, since a set and its complement have the same $w$. In a hexagon, however, neighbours and opposite emitters have different $J_{ij}$, so $|S_2\rangle$ is not an eigenstate.

\subsection*{Unequal sites and unequal pairs}

The variance $V_m$ of $H$ in $|S_m\rangle$ measures the leakage: under $H$ alone, the survival probability is $1-V_mt^2+\cdots$. It equals the variance of $w(A)$ over all sets of size $m$. For $N\ge4$, write
\begin{equation}
J_{ij}=\bar J+a_i+a_j+d_{ij},\qquad a_i=\frac{R_i-\bar R}{N-2},
\end{equation}
where bars denote means over pairs and sites. Then $\sum_i a_i=0$. Summing the first three terms over $j\ne i$ gives $(N-1)\bar J+(N-2)a_i=R_i$, so $\sum_{j\ne i}d_{ij}=0$. Consequently
\begin{equation}
w(A)-\bar w=(N-2m)\sum_{i\in A}a_i-2\sum_{i<j\in A}d_{ij}.
\end{equation}
The first coefficient is $(N-m)-m$, because the $a_k$ outside $A$ sum to minus those inside. The second term uses the zero row sums of $d$.

Let $p_q=m(m-1)\cdots(m-q+1)/[N(N-1)\cdots(N-q+1)]$ be the probability that $q$ given emitters lie in $A$. Since $\sum_{i\ne j}a_ia_j=-\sum_i a_i^2$, the site sum has mean square
\begin{equation}
(p_1-p_2)\sum_i a_i^2=\frac{m(N-m)}{N(N-1)}\sum_i a_i^2 .
\end{equation}
The cross term is proportional to $(p_2-p_3)\sum_{i<j}d_{ij}(a_i+a_j)$, which vanishes by the row sums.

For the pair term, set $D=\sum_{i<j}d_{ij}^2$. Squaring each row sum and adding shows that ordered products of two bonds sharing one emitter total $-2D$. The square of the sum over all bonds is also zero, so products of disjoint bonds total $D$. The mean square is thus $4D(p_2-2p_3+p_4)$. Over a common denominator, the bracket needed is
\begin{equation}
\begin{split}
&(N-2)(N-3)-2(m-2)(N-3)+(m-2)(m-3)\\
&\qquad=(N-m)(N-m-1).
\end{split}
\end{equation}
Hence
\begin{equation}
\begin{split}
V_m={}&\frac{(N-2m)^2m(N-m)}{N(N-1)}\sum_i a_i^2\\
&+\frac{4D\,m(m-1)(N-m)(N-m-1)}{N(N-1)(N-2)(N-3)}.
\end{split}
\end{equation}
At half inversion, $m=N/2$, unequal site sums contribute nothing. The leakage there comes from uneven pair couplings, which a ring also has.

\subsection*{What the first photon decides}

The fully excited state $|E\rangle$ obeys $H|E\rangle=0$ and $K|E\rangle=N\Gamma|E\rangle$. After one emission, $K$ has diagonal elements $(N-1)\Gamma$ and off-diagonal elements $\Gamma_{ij}$ between states labelled by the unexcited emitter. The master equation then gives
\begin{align}
\dot R(0)&=N(N-1)\Gamma^2+\sum_{i\ne j}\Gamma_{ij}^2-N^2\Gamma^2\nonumber\\
&=\sum_{ij}\Gamma_{ij}^2-2N\Gamma^2 .
\end{align}
The first two terms come from the jump, the last from the loss of $|E\rangle$. No $J_{ij}$ appears. For uniform decay the slope is $N(N-2)\Gamma^2$: the rate initially rises for $N>2$, whatever the shifts.

Then $H$ acts on $|S_{N-1}\rangle$. In the basis of the unexcited emitter, $H$ is the matrix $J$ and the state is the uniform vector $u$. Let $f_\alpha$ be its weight in the eigenspace of $J$ with eigenvalue $\epsilon_\alpha$. With $S^+S^-=S^-S^++N-2$ in this sector, the next-photon rate is
\begin{equation}
\Gamma\left(N-2+N\left|\sum_\alpha f_\alpha e^{-i\epsilon_\alpha t}\right|^2\right).
\end{equation}
If the relevant level splittings greatly exceed $N\Gamma$, the oscillations average out before the next emission:
\begin{equation}
r=\Gamma\left(N-2+N\sum_\alpha f_\alpha^2\right).
\end{equation}
First photons arrive at rate $N\Gamma$, each changing the subsequent rate from $N\Gamma$ to $r$. The early slope after dephasing is
\begin{equation}
N\Gamma(r-N\Gamma)=N\Gamma^2\left(N\sum_\alpha f_\alpha^2-2\right).
\end{equation}
Growth continues at this stage if $\sum_\alpha f_\alpha^2>2/N$. This does not predict the peak, which depends on later rungs too.

In the near-field limit, shrinking a fixed shape multiplies every $J_{ij}$ by the same factor. The $f_\alpha$ do not change, while the splittings grow. Unless all couplings are equal, some $\sqrt{V_m}$ is nonzero and grows by the same factor, so the symmetric ladder is not recovered.

\subsection*{Six emitters}

Choose a transition energy of $0.15$ Ry, a transition length $z=2$ bohr and nearest spacing $a$ with $ka=0.1$. In Rydberg units $e^2=2$, so $p^2=2z^2=8$. The spacing is $182.71$ bohr ($9.67$ nm), and
\begin{align}
\Gamma&=\frac43\,(8)\left(\frac{0.1}{182.71}\right)^3=1.749\times10^{-9}\ \text{Ry},\\
J_{\rm static}&=\frac{8}{182.71^3}=1.312\times10^{-6}\ \text{Ry}\simeq750\,\Gamma .
\end{align}
The lifetime is $27.7$ ns. The full side-by-side coupling is $746\,\Gamma$, against $N\Gamma=6\Gamma$.

For the axial hexagon, the energy spread $\sqrt{V_m}$ is zero at $m=5$, but $609\,\Gamma$ at $m=4$ and $746\,\Gamma$ at $m=3$. Their ratio is $\sqrt{24/36}$, as the pair term requires. A straight chain with perpendicular dipoles has $370\,\Gamma$ already at $m=5$.

The burst heights below are the largest sampled $R/R(0)$ up to $t=0.25/\Gamma$. Dicke's ladder gives $1.547$, at $0.24/\Gamma$; a case peaking after the window, or between samples, has a larger true height. The samples are $0.01/\Gamma$ apart and miss short early peaks near $t=0.003/\Gamma$ in three of the clouds: on a finer grid the cloud mean with $J$ is $1.011$ instead of $1.007$, while the other table entries move by less than $0.001$. ``Off'' means $J_{ij}=0$ with the same $\Gamma_{ij}$. Each cloud is six random points in a cube of side $3a$, no two closer than $a$, with the dipoles along one cube axis; for the clouds $a$ is thus a lower bound on the spacing.

\begin{center}
\begin{tabular}{lccc}
Geometry & $\sum f_\alpha^2$ & $J$ on & $J$ off\\
Axial hexagon & 1.000 & 1.488 & 1.540\\
Chain & 0.874 & 1.326 & 1.527\\
In-plane hexagon & 0.557 & 1.061 & 1.542\\
Four clouds, mean & --- & 1.007 & 1.535
\end{tabular}
\end{center}

The axial ring loses about $10\%$ of its excess over $R(0)$, since $(1.540-1.488)/0.540\simeq0.10$. The chain loses $38\%$ and keeps a clear burst. For the chain, $r=(4+6\times0.874)\Gamma=9.24\,\Gamma$, compared with Dicke's $10\,\Gamma$. Its predicted dephased slope is $19.5\,\Gamma^2$; the full dynamics, as a finite difference between $t=0.01/\Gamma$ and $0.02/\Gamma$, give $17.7\,\Gamma^2$, about $9\%$ below the prediction. Most of the gap is finite time: with uniform decay and fully averaged oscillations the same difference gives $18.2\,\Gamma^2$, and the actual $\Gamma_{ij}$ lower this to $17.6\,\Gamma^2$. Residual oscillations move the value by about $\pm0.3\,\Gamma^2$ as the interval is shifted.

Turning the hexagon's dipoles into its plane, along one common direction, makes the site sums differ by up to $1152\,\Gamma$ and removes most of the burst. The turn changes the pair part $d_{ij}$ as well as the site part $a_i$, so the loss cannot be assigned to the site sums alone. A ring of positions is therefore not enough: the protection of $m=N-1$ needs equal site sums, and these depend on the dipole direction. This case lies above the threshold $2/N=0.333$ yet has a weak burst, which shows the limit of the early-growth criterion.

Three of the irregular clouds lie below the threshold, at $0.27$ to $0.28$, and the remaining one (cloud 2 in the output) at $0.36$; that one has the largest height of the four, $1.021$. Heights this close to 1 do not test the criterion: the initial slope is positive whatever the shifts, and between $t=0.01/\Gamma$ and $0.02/\Gamma$ the rate falls in all four clouds, cloud 2 included. That interval does not test the criterion either: in cloud 2 the smallest splitting between levels with $f_\alpha>0.01$ is about $62\,\Gamma$, an oscillation period of $0.1/\Gamma$, so the oscillations have not yet averaged out. Four samples illustrate the effect but do not define an ensemble average. Enlarging the same clouds to $ka=0.4$ gives mean heights of $1.232$ with $J$ and $1.371$ without. Shrinking them to $ka=0.1$ raises the value without $J$ to $1.535$, but lowers the value with $J$ to $1.007$. The smaller clouds are closer to Dicke in their decay and further from him in their burst. This is not so for every shape: with $J$ on, the axial ring rises from $1.390$ at $ka=0.4$ to $1.488$ at $0.1$ and $1.493$ at $0.05$, and the chain from $1.192$ to $1.326$ and $1.337$. Both level off, near $1.494$ and $1.339$, below Dicke's $1.547$. The remaining values are in the numerical output.

\subsection*{Can the shifts be made negligible?}

A rough minimum requirement, since shifts near equality still matter, is that the side-by-side coupling be below the collective rate, $3/[4(ka)^3]<N$. For a compact cluster of size $L\sim N^{1/3}a$ this becomes $kL\gtrsim(3/4)^{1/3}\simeq0.9$, or $L\gtrsim0.14$ wavelengths, which violates the condition $kL\ll1$ under which the decay was shown to be uniform. Within this estimate, adding emitters at fixed $L$ does not help: the gain in collective rate is matched by the growth of the nearest-neighbour coupling. Equal couplings escape the argument, because their size then does not matter. The estimate concerns negligible shifts, not the existence of a burst: the axial ring and the chain keep clear bursts at a coupling of $746\,\Gamma$, far above $N\Gamma$.

\section*{Numbers as computed}
\begin{verbatim}
number of emitters: 6
transition energy: 0.15 Ry
transition length: 2.0 bohr
k times nearest spacing: 0.10
single-emitter decay rate: 1.7487e-09 Ry
single-emitter lifetime: 27.67 ns
nearest spacing: 182.71 bohr = 9.669 nm
wavelength: 11480.3 bohr
static side-by-side coupling: 1.3115e-06 Ry
full side-by-side coupling: 746.28 gamma
smallest decay element, ring: 0.99202 gamma
smallest decay element, chain: 0.95067 gamma
site-sum range, axial ring: 0.00 gamma
site-sum range, in-plane ring: 1151.57 gamma
site-sum range, chain: 821.93 gamma
energy spread, m=5: ring 0.00, chain 369.84 gamma
energy spread, m=4: ring 609.38, chain 661.60 gamma
energy spread, m=3: ring 746.34, chain 757.96 gamma
initial slope, chain: 23.178 gamma^2
dephased slope formula, chain: 19.457 gamma^2
early slope from dynamics, chain: 17.656 gamma^2
second-photon rate, Dicke: 10.000 gamma
second-photon rate, dephased chain: 9.243 gamma
same rate from time average: 9.243 gamma
threshold for sum of squared weights: 0.3333
sum of squared weights, axial ring: 1.0000
sum of squared weights, in-plane ring: 0.5566
sum of squared weights, chain: 0.8738
burst height is max R / R(0), sampled every 0.01/gamma to 0.25/gamma
burst height, Dicke: 1.5474
time of Dicke maximum: 0.24 / gamma
burst height, axial ring: J on 1.4876, J off 1.5403
burst height, in-plane ring: J on 1.0609, J off 1.5420
burst height, chain: J on 1.3257, J off 1.5268
cloud 1: squared weights 0.2803, burst J on 1.0030, J off 1.5375
cloud 2: squared weights 0.3627, burst J on 1.0214, J off 1.5320
cloud 3: squared weights 0.2727, burst J on 1.0000, J off 1.5361
cloud 4: squared weights 0.2790, burst J on 1.0020, J off 1.5347
four-cloud mean, ka=0.1: J on 1.0066, J off 1.5351
four-cloud mean, ka=0.4: J on 1.2324, J off 1.3706
\end{verbatim}
